# Bias and temperature coefficients of a symmetric Kondo dot's conductance: test program

```python
"""
Result under test: for a particle-hole symmetric spin-1/2 Kondo dot with equal
couplings and lead potentials +eV/2, -eV/2,
    (dI/dV)/(2e^2/h) = 1 - cT (kT/g)^2 - cV (eV/g)^2,   cV/cT = 3/(2 pi^2).
g : half-width of the quasiparticle resonance
r : Wilson ratio minus one = (residual repulsion)/(pi g); r = 1 for frozen charge
General r: cT = pi^2 (1 + 2 r^2)/3,  cV = (1 + 5 r^2)/4.
Part A sums the two-body scattering integral directly.
Part B computes the current with a full Lorentzian density (energies in units g).
Part C solves the microscopic Anderson dot by the numerical renormalization
group (energies in units of the lead half-bandwidth) and reads g and r from levels.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.signal import hilbert
from scipy.special import expit

pi = np.pi


def lead_mean(x, bias, temp):
    """Mean of the two lead Fermi functions."""
    return 0.5 * (expit(-(x - bias / 2) / temp) + expit(-(x + bias / 2) / temp))


# ---------- Part A: scattering integral for a flat density ----------
def scattering_sum(energy, bias, temp):
    step = 0.04
    x = np.arange(-14, 14, step)
    x1, x3 = x[:, None], x[None, :]
    f1, f3 = lead_mean(x1, bias, temp), lead_mean(x3, bias, temp)
    f2 = lead_mean(energy + x1 - x3, bias, temp)
    return step**2 * np.sum(f1 * (1 - f2) * (1 - f3) + (1 - f1) * f2 * f3)


phase_space = []
for energy, bias, temp in [(0.7, 0.0, 0.3), (0.0, 1.1, 0.3), (0.7, 1.1, 0.25)]:
    direct = scattering_sum(energy, bias, temp)
    formula = 0.5 * (energy**2 + (pi * temp)**2 + 0.75 * bias**2)
    assert abs(direct / formula - 1) < 1e-5
    phase_space.append((energy, bias, temp, direct, formula))

# ---------- Part B: current from the second-order quasiparticle self-energy ----------
n_grid, d_w = 2**16, 0.01
w = np.fft.fftfreq(n_grid) * n_grid * d_w
density = np.where(abs(w) < 100, 1 / (pi * (1 + w**2)), 0.0)


def self_energy(r, bias, temp):
    occ = lead_mean(w, bias, temp)
    a = np.fft.fft(density * occ)
    b = np.fft.fft(density * (1 - occ))
    s = np.fft.ifft(b * b * a.conj() + a * a * b.conj()).real * d_w**2
    return pi * (pi * r)**2 * (hilbert(s).imag - 1j * s)


sigma_ref = self_energy(1.0, 0.0, 0.015).real
slope = (sigma_ref[1] - sigma_ref[-1]) / (2 * d_w)
assert abs(slope + 3 - pi**2 / 4) < 0.005


def current(r, bias, temp):
    """Current in units (2e/h) g; the linear real part is already in g."""
    sigma = self_energy(r, bias, temp) - slope * r**2 * w
    transmission = -(1 / (w + 1j - sigma)).imag
    window = expit(-(w - bias / 2) / temp) - expit(-(w + bias / 2) / temp)
    return np.sum(window * transmission) * d_w


def conductance(r, bias, temp, dv=1e-3):
    return (current(r, bias + dv, temp) - current(r, bias - dv, temp)) / (2 * dv)


def extrapolate(fun, x):
    """Remove the next even power of x."""
    return (4 * fun(x) - fun(2 * x)) / 3


def coefficients(r):
    c_t = extrapolate(lambda t: (1 - conductance(r, 0, t)) / t**2, 0.015)

    def bias_part(t):
        g_zero = conductance(r, 0, t)
        return extrapolate(lambda v: (g_zero - conductance(r, v, t)) / v**2, 0.04)
    return c_t, extrapolate(bias_part, 0.015)


table = []
for r in (0.0, 0.5, 1.0):
    c_t, c_v = coefficients(r)
    assert abs(c_t / (pi**2 * (1 + 2 * r**2) / 3) - 1) < 0.01
    assert abs(c_v / ((1 + 5 * r**2) / 4) - 1) < 0.01
    table.append((r, c_t, c_v, c_v / c_t))
target = 3 / (2 * pi**2)
assert abs(table[-1][3] / target - 1) < 0.01

# ---------- Part C: numerical renormalization group ----------
# site states: empty, up, down, double (up created last)
f_up = np.zeros((4, 4))
f_dn = np.zeros((4, 4))
f_up[0, 1] = f_up[2, 3] = 1
f_dn[0, 2], f_dn[1, 3] = 1, -1
site_ops = (f_up, f_dn)
site_n, site_s = np.array([0, 1, 1, 2]), np.array([0, 1, -1, 0])


def solve_dot(u_dot, gamma, gate=0.0, field=0.0, extra=0, keep=320, lam=3.0):
    """H_dot = U/2 (n-1)^2 + gate (n-1) - field (n_up - n_down).
    Returns readings (g, r_pp, r_ph, level_up/g) from chains of even length."""
    disc = 0.5 * np.log(lam) * (lam + 1) / (lam - 1)  # discretization factor
    v2 = 2 * gamma * disc / pi
    k = np.arange(60.0)
    hops = (0.5 * (1 + 1 / lam) * lam**(-k / 2) * (1 - lam**(-k - 1))
            / np.sqrt((1 - lam**(-2 * k - 1)) * (1 - lam**(-2 * k - 3))))
    en = np.array([u_dot / 2 - gate, -field, field, u_dot / 2 + gate])
    ne, sz, ops = site_n.copy(), site_s.copy(), [f_up, f_dn]
    readings = []
    for n in range(40):
        hop = np.sqrt(v2) if n == 0 else hops[n - 1]
        size = len(en)
        sign = 1.0 - 2.0 * (ne % 2)
        left = [op.T * sign[None, :] for op in ops]
        ne_all = np.repeat(ne, 4) + np.tile(site_n, size)
        sz_all = np.repeat(sz, 4) + np.tile(site_s, size)
        key = ne_all * 1000 + sz_all
        e_list, where, blocks = [], [], []
        for label in np.unique(key):
            idx = np.flatnonzero(key == label)
            old, loc = idx // 4, idx % 4
            t = sum(m[np.ix_(old, old)] * f[np.ix_(loc, loc)]
                    for m, f in zip(left, site_ops))
            e, vec = eigh(np.diag(en[old]) + hop * (t + t.T))
            where += [(len(blocks), j) for j in range(len(e))]
            blocks.append((idx, vec))
            e_list.append(e)
        e_all = np.concatenate(e_list)
        order = np.argsort(e_all, kind="stable")
        e_sorted = e_all[order] - e_all[order[0]]
        kept = min(keep, len(order))
        while (kept < len(order) and
               e_sorted[kept] - e_sorted[kept - 1] < 1e-6 * e_sorted[kept]):
            kept += 1
        basis = np.zeros((4 * size, kept))
        new_ne, new_sz = np.zeros(kept, int), np.zeros(kept, int)
        for col in range(kept):
            b, j = where[order[col]]
            idx, vec = blocks[b]
            basis[idx, col] = vec[:, j]
            new_ne[col], new_sz[col] = ne_all[idx[0]], sz_all[idx[0]]
        parts = basis.reshape(size, 4, kept)
        ops = []
        for f in site_ops:
            ops.append(sum(f[i, j] * (parts[:, i, :].T * sign) @ parts[:, j, :]
                           for i, j in zip(*np.nonzero(f))))
        en, ne, sz = e_sorted[:kept], new_ne, new_sz
        if n % 2 or n < 4:
            continue

        def low(charge, spin):
            return en[(ne == n + 2 + charge) & (sz == spin)].min()
        base = low(0, 0)
        x_p, x_h = low(1, 1) - base, -(low(-1, -1) - base)
        lev, vec = eigh_tridiagonal(np.zeros(n + 1), hops[:n])
        wt = vec[0]**2
        g_p, g_h = np.sum(wt / (x_p - lev)), np.sum(wt / (x_h - lev))
        v2_eff = (x_p - x_h) / (g_p - g_h)
        level = x_p - v2_eff * g_p
        width = gamma * v2_eff / v2
        on_dot = 1 / (1 + v2_eff * np.sum(wt / (x_p - lev)**2))
        rep_pp = (low(2, 0) - base - 2 * x_p) / on_dot**2
        rep_ph = (2 * x_p - low(0, 2) + base) / on_dot**2
        if 0 < (x_p - x_h) / 2 < 0.03 * width:
            readings.append((width, rep_pp / (pi * width),
                             rep_ph / (pi * width), level / width))
            if len(readings) > extra:
                return readings
    raise RuntimeError("chain too short for the Fermi-liquid regime")


# weak coupling: width against the slope of the second-order self-energy
u_weak, gamma_weak = 0.5, 0.01
weak = solve_dot(pi * u_weak * gamma_weak, gamma_weak)[0]
weak_ratio = weak[0] / gamma_weak
weak_pred = 1 / (1 - slope * u_weak**2)
assert abs(weak_ratio / weak_pred - 1) < 0.03

# strong coupling: frozen charge
u_deep = 4.0
deep = solve_dot(0.2, 0.2 / (pi * u_deep))[0]
r_deep = 0.5 * (deep[1] + deep[2])
assert abs(r_deep - 1) < 0.05
assert abs(deep[1] - deep[2]) < 0.1

# ---------- worked example ----------
band_mev, u_mev, u_ratio = 10.0, 2.0, 2.5
temp_k, bias_uv, field_t, g_factor = 0.020, 5.0, 0.1, 0.44
gamma_mev = u_mev / (pi * u_ratio)
u_dot, gamma = u_mev / band_mev, gamma_mev / band_mev
device = solve_dot(u_dot, gamma, extra=1)
width = device[0][0]
g_uev = width * band_mev * 1e3
g_shift = device[1][0] / width - 1
r_dev = 0.5 * (device[0][1] + device[0][2])
r_dev_long = 0.5 * (device[1][1] + device[1][2])
assert abs(g_shift) < 0.05

k_uev = sc.k / sc.e * 1e6
t_red, v_red = k_uev * temp_k / g_uev, bias_uv / g_uev
drop_t, drop_v = pi**2 * t_red**2, 1.5 * v_red**2
full = conductance(1.0, v_red, t_red)
higher = full - (1 - drop_t - drop_v)
equal_bias = k_uev * temp_k / np.sqrt(target)
quantum = 2 * sc.e**2 / sc.h * 1e6
ratio_dev = (1 + 5 * r_dev**2) / 4 / (pi**2 * (1 + 2 * r_dev**2) / 3)

mu_b = sc.physical_constants["Bohr magneton in eV/T"][0]
zeeman = 0.5 * g_factor * mu_b * field_t * 1e3 / band_mev
in_field = solve_dot(u_dot, gamma, field=zeeman)[0][3]
field_pred = -(1 + r_dev) * zeeman / width
assert abs(in_field / field_pred - 1) < 0.08
gate = 0.1 * u_dot
detuned = solve_dot(u_dot, gamma, gate=gate)[0][3]
gate_response = abs(detuned) / (gate / width)
field_response = abs(in_field) / (zeeman / width)
assert gate_response < 0.05 * field_response


def resonance_drop(x):
    return x**2 / (1 + x**2)


print("Scattering integral, flat density (arbitrary energy unit):")
for row in phase_space:
    print("  w=%.2f eV=%.2f kT=%.2f: summed %.6f, formula %.6f" % row)
print("Coefficients from the computed current (energies in g):")
for row in table:
    print("  r=%.1f: cT=%.4f  cV=%.4f  cV/cT=%.5f" % row)
print("Formula r=1: cT=%.4f cV=%.4f" % (pi**2, 1.5))
print("3/(2 pi^2) = %.5f ; elastic part only 3/(4 pi^2) = %.5f" % (target, target / 2))
print("Slope of real self-energy at r=1: %.4f" % slope)
print("Renormalization group, microscopic dot:")
print("  U/(pi Gamma)=%.1f: g/Gamma=%.4f, second order %.4f"
      % (u_weak, weak_ratio, weak_pred))
print("  U/(pi Gamma)=%.1f: r=%.3f (particle pair %.3f, triplet %.3f)"
      % (u_deep, r_deep, deep[1], deep[2]))
print("Example: U=%.1f meV, U/(pi Gamma)=%.1f, Gamma=%.4f meV, half-band=%.0f meV"
      % (u_mev, u_ratio, gamma_mev, band_mev))
print("  g = %.2f ueV, g/k = %.3f K" % (g_uev, g_uev / k_uev))
print("  shift of g for two more chain sites: %.2f %%" % (100 * g_shift))
print("  r = %.3f (two more sites: %.3f)" % (r_dev, r_dev_long))
print("  T = %.0f mK: kT = %.3f ueV, kT/g = %.4f"
      % (temp_k * 1e3, k_uev * temp_k, t_red))
print("  V = %.1f uV: eV/g = %.4f" % (bias_uv, v_red))
print("  thermal drop %.5f, bias drop %.5f (of 2e^2/h)" % (drop_t, drop_v))
print("  2e^2/h = %.3f uS, quadratic-law G = %.3f uS"
      % (quantum, quantum * (1 - drop_t - drop_v)))
print("  bias with the same drop as T: %.3f uV, eV/kT = %.4f"
      % (equal_bias, 1 / np.sqrt(target)))
print("Neglected effects for this dot:")
print("  cV/cT at its own r: %.5f" % ratio_dev)
print("  higher orders in T and V: %+.5f (of 2e^2/h)" % higher)
print("  field %.1f T, |g-factor| %.2f: level/g %.4f, predicted %.4f"
      % (field_t, g_factor, in_field, field_pred))
print("  conductance drop from field: %.5f (of 2e^2/h)" % resonance_drop(in_field))
print("  gate error %.2f meV: level/g %.4f, drop %.5f (of 2e^2/h)"
      % (gate * band_mev, detuned, resonance_drop(detuned)))
print("  response of level/g per bare shift/g: gate %.4f, field %.3f"
      % (gate_response, field_response))
print("PASS")
```

Output:

```
Scattering integral, flat density (arbitrary energy unit):
  w=0.70 eV=0.00 kT=0.30: summed 0.689132, formula 0.689132
  w=0.00 eV=1.10 kT=0.30: summed 0.897882, formula 0.897882
  w=0.70 eV=1.10 kT=0.25: summed 1.007175, formula 1.007175
Coefficients from the computed current (energies in g):
  r=0.0: cT=3.2901  cV=0.2500  cV/cT=0.07598
  r=0.5: cT=4.9377  cV=0.5624  cV/cT=0.11390
  r=1.0: cT=9.8792  cV=1.4993  cV/cT=0.15177
Formula r=1: cT=9.8696 cV=1.5000
3/(2 pi^2) = 0.15198 ; elastic part only 3/(4 pi^2) = 0.07599
Slope of real self-energy at r=1: -0.5307
Renormalization group, microscopic dot:
  U/(pi Gamma)=0.5: g/Gamma=0.8811, second order 0.8829
  U/(pi Gamma)=4.0: r=1.007 (particle pair 1.009, triplet 1.005)
Example: U=2.0 meV, U/(pi Gamma)=2.5, Gamma=0.2546 meV, half-band=10 meV
  g = 34.94 ueV, g/k = 0.405 K
  shift of g for two more chain sites: -0.55 %
  r = 0.992 (two more sites: 0.987)
  T = 20 mK: kT = 1.723 ueV, kT/g = 0.0493
  V = 5.0 uV: eV/g = 0.1431
  thermal drop 0.02402, bias drop 0.03072 (of 2e^2/h)
  2e^2/h = 77.481 uS, quadratic-law G = 73.239 uS
  bias with the same drop as T: 4.421 uV, eV/kT = 2.5651
Neglected effects for this dot:
  cV/cT at its own r: 0.15158
  higher orders in T and V: +0.00731 (of 2e^2/h)
  field 0.1 T, |g-factor| 0.44: level/g -0.0731, predicted -0.0726
  conductance drop from field: 0.00531 (of 2e^2/h)
  gate error 0.20 meV: level/g 0.0861, drop 0.00736 (of 2e^2/h)
  response of level/g per bare shift/g: gate 0.0150, field 2.005
PASS
```
